# Surface area and saturation exposure of a hexagonal array of deep holes: test program

```python
"""
Result under test: a hexagonal array of blind cylindrical holes has the
surface-area enhancement (total exposed area / flat footprint)
    S = 1 + pi*d*L/A,   A = sqrt(3)/2 * p**2,
with d = hole diameter, p = pitch, L = depth, A = area of one lattice cell.
For d = 100 nm, p = 200 nm, L = 10 micrometres, S is about 92.
Also tested: the effect of a conformal film of thickness t, and the fluence
needed to saturate the holes in molecular flow,
    F/K = ln(1/theta)/s + 3*a/4 + 3*a**2/2,   a = L/d,
with K = molecules taken up per area, s = reaction probability on a free
site, theta = fraction of sites still free at the hole floor.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

d, p, L = 100.0, 200.0, 10000.0          # nm
radius = d / 2
aspect = L / d
cell = np.sqrt(3) / 2 * p**2
wall = np.pi * d * L
floor = np.pi * radius**2
top = cell - floor
S = 1 + wall / cell
S_square = 1 + wall / p**2

# --- Enhancement from counted holes, sampled top face and faceted holes ---
count_radius = 300 * p
index = np.arange(-400, 401)
i, j = np.meshgrid(index, index)
x, y = p * (i + 0.5 * j), p * np.sin(np.pi / 3) * j
density = np.count_nonzero(x**2 + y**2 < count_radius**2) / (
    np.pi * count_radius**2)
assert abs(density * cell - 1) < 1e-3    # finite counting circle

u = (np.arange(1000) + 0.5) / 1000
u, v = np.meshgrid(u, u)
px, py = p * (u + 0.5 * v), p * np.sin(np.pi / 3) * v
in_hole = np.zeros_like(px, dtype=bool)
for m in (0, 1):
    for n in (0, 1):
        cx, cy = p * (m + 0.5 * n), p * np.sin(np.pi / 3) * n
        in_hole |= (px - cx)**2 + (py - cy)**2 < radius**2
top_fraction = 1 - in_hole.mean()
angle = np.linspace(0, 2 * np.pi, 2001)
rx, ry = radius * np.cos(angle), radius * np.sin(angle)
facet_wall = np.sum(np.hypot(np.diff(rx), np.diff(ry))) * L
facet_floor = 0.5 * np.sum(rx[:-1] * ry[1:] - rx[1:] * ry[:-1])
S_numeric = top_fraction + density * (facet_wall + facet_floor)
assert abs(S_numeric / S - 1) < 2e-3     # lattice count and pixel error
assert round(S) == 92


# --- Non-ideal shapes: area of a revolved profile, ring by ring ---
def revolved_area(r, z):
    return np.sum(np.pi * (r[1:] + r[:-1]) * np.hypot(np.diff(r), np.diff(z)))


film = 5.0                               # nm
arc = np.linspace(0, np.pi / 2, 2001)
profile_r = np.concatenate(([0, radius - film], radius - film * np.cos(arc)))
profile_z = np.concatenate(([-L + film, -L + film], film * np.sin(arc)))
S_film_profile = (top + revolved_area(profile_r, profile_z)) / cell
S_film = 1 + np.pi * (d - 2 * film) * L / cell
assert abs(S_film_profile - S_film) < 0.05   # rounded mouth is neglected

floor_diameter = 80.0                    # nm
S_taper = (top + revolved_area(np.array([0, floor_diameter / 2, radius]),
                               np.array([-L, -L, 0.0]))) / cell
ripple, period = 2.0, 50.0               # nm
z = np.linspace(-L, 0, 200001)
r = radius + ripple * np.sin(2 * np.pi * z / period)
S_ripple = 1 + revolved_area(r, z) / cell


# --- Knudsen transport: diffuse wall-to-wall exchange in a long tube ---
def wall_to_disc(distance):
    """Chance that a molecule leaving the wall crosses a section at this
    distance (in diameters), for cosine-law emission."""
    q = distance
    return (q**2 + 0.5) / np.sqrt(q**2 + 1) - q


def tube_transmission(length, cells=1500):
    h = length / cells
    pos = (np.arange(cells) + 0.5) * h
    gap = np.abs(pos[:, None] - pos[None, :])
    exchange = wall_to_disc(np.maximum(gap - h / 2, 0)) - wall_to_disc(
        gap + h / 2)
    np.fill_diagonal(exchange, 1 - 2 * wall_to_disc(h / 2))
    escape = np.linalg.solve(np.eye(cells) - exchange,
                             wall_to_disc(length - pos))
    b = 2 + 4 * length**2
    direct = 2 / (b + np.sqrt(b**2 - 4))
    return direct + np.sum(4 * h * wall_to_disc(pos) * escape)


W_tube = tube_transmission(aspect)
W_knudsen = 4 / (3 * aspect)
assert abs(W_tube / W_knudsen - 1) < 0.05    # end effects of a finite tube


# --- Saturation exposure: formula against time-stepped coverage ---
theta_floor = 0.01


def fluence_formula(s):
    return np.log(1 / theta_floor) / s + 0.75 * aspect + 1.5 * aspect**2


def fluence_simulated(s, cells=200, step=4.0):
    """Mouth flux and K are 1; lengths are in diameters. Returns the fluence
    and the largest free-site fraction on the wall at the end."""
    h = aspect / cells
    g = 4 / (3 * h)
    link = np.full(cells, g)
    link[-1] = 2 * g                     # half cell to the floor
    capacity = np.full(cells + 1, 4 * h)
    capacity[-1] = 1.0
    base = np.zeros(cells + 1)
    base[:-1] += link
    base[1:] += link
    base[0] += 2 * g                     # half cell to the mouth
    bands = np.zeros((3, cells + 1))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    source = np.zeros(cells + 1)
    source[0] = 2 * g
    free = np.ones(cells + 1)
    time = 0.0
    while free[-1] > theta_floor:
        bands[1] = base + capacity * s * free
        flux = solve_banded((1, 1), bands, source, check_finite=False)
        free *= np.exp(-s * flux * step)
        time += step
        assert time < 1e5
    return time, free[:-1].max()


s_main, s_low = 0.01, 0.001
simulated = {}
for s in (s_main, s_low):
    simulated[s], worst_wall = fluence_simulated(s)
    assert abs(simulated[s] / fluence_formula(s) - 1) < 0.015  # grid, step
    assert worst_wall < 1.05 * theta_floor   # the floor saturates last

# --- Water half-cycle in engineering units ---
K = 5.0                                  # molecules per nm^2
T = 500.0                                # K
P_torr = 0.1
P = P_torr * const.torr                  # Pa
mass_u = 18.015
mass = mass_u * const.atomic_mass
collision_diameter = 0.3                 # nm, rough
kT = const.k * T
impingement = P / np.sqrt(2 * np.pi * mass * kT) * 1e-18   # nm^-2 s^-1
flat_fluence = np.log(1 / theta_floor) / s_main
pulse = K * fluence_formula(s_main) / impingement
pulse_low = K * fluence_formula(s_low) / impingement
pulse_flat = K * flat_fluence / impingement
free_path = kT / (np.sqrt(2) * np.pi * (collision_diameter * 1e-9)**2 * P)
free_path_nm = free_path * 1e9
assert free_path_nm > 100 * d            # molecular flow in the hole
gas_density = P / kT * 1e-27             # nm^-3
stored = gas_density * floor * L / (K * (wall + floor))
assert stored < 1e-3                     # quasi-steady gas is justified

print(f"Hole diameter d = {d:.0f} nm")
print(f"Pitch p = {p:.0f} nm")
print(f"Depth L = {L:.0f} nm")
print(f"Aspect ratio L/d = {aspect:.0f}")
print(f"Cell area A = {cell:.0f} nm^2")
print(f"Top face per cell = {top:.0f} nm^2")
print(f"Side wall per cell = {wall:.0f} nm^2")
print(f"Floor per cell = {floor:.0f} nm^2")
print(f"Total area per cell = {top + wall + floor:.0f} nm^2")
print(f"Side wall / footprint = {wall / cell:.2f}")
print(f"Enhancement S, formula = {S:.2f}")
print(f"Enhancement S, counted and faceted = {S_numeric:.2f}")
print(f"Square array, same pitch: S = {S_square:.2f}")
print(f"Film thickness t = {film:.0f} nm")
print(f"S with film, formula = {S_film:.2f}")
print(f"S with film, rounded mouth = {S_film_profile:.2f}")
print(f"Tapered hole, floor diameter = {floor_diameter:.0f} nm")
print(f"S with taper = {S_taper:.2f}")
print(f"Wall ripple amplitude = {ripple:.0f} nm, period = {period:.0f} nm")
print(f"S with ripple = {S_ripple:.2f}")
print(f"Tube transmission, wall exchange = {W_tube:.5f}")
print(f"Tube transmission, Knudsen 4d/(3L) = {W_knudsen:.5f}")
print(f"Uptake K = {K:.0f} molecules/nm^2")
print(f"Molecules used per footprint K*S = {K * S:.0f} per nm^2")
print(f"Free-site fraction at floor = {theta_floor:.2f}")
print(f"Transport part of F/K = {0.75 * aspect + 1.5 * aspect**2:.0f}")
print(f"Flat-surface F/K (s = {s_main}) = {flat_fluence:.0f}")
for s in (s_main, s_low):
    print(f"Hole F/K, formula (s = {s}) = {fluence_formula(s):.0f}")
    print(f"Hole F/K, time-stepped (s = {s}) = {simulated[s]:.0f}")
print(f"Exposure ratio hole/flat (s = {s_main}) = "
      f"{fluence_formula(s_main) / flat_fluence:.1f}")
print(f"Exposure ratio hole/flat (s = {s_low}) = "
      f"{fluence_formula(s_low) * s_low / np.log(1 / theta_floor):.1f}")
print(f"Water: mass = {mass_u} u, T = {T:.0f} K, P = {P_torr} Torr")
print(f"Impingement rate = {impingement:.3e} nm^-2 s^-1")
print(f"Pulse for flat surface (s = {s_main}) = {pulse_flat * 1e3:.2f} ms")
print(f"Pulse for holes (s = {s_main}) = {pulse * 1e3:.0f} ms")
print(f"Pulse for holes (s = {s_low}) = {pulse_low * 1e3:.0f} ms")
print(f"Collision diameter (rough) = {collision_diameter} nm")
print(f"Mean free path = {free_path_nm:.2e} nm")
print(f"Mean free path / hole diameter = {free_path_nm / d:.1e}")
print(f"Gas stored in hole / sites in hole = {stored:.1e}")
print("PASS")
```

It prints:

```
Hole diameter d = 100 nm
Pitch p = 200 nm
Depth L = 10000 nm
Aspect ratio L/d = 100
Cell area A = 34641 nm^2
Top face per cell = 26787 nm^2
Side wall per cell = 3141593 nm^2
Floor per cell = 7854 nm^2
Total area per cell = 3176234 nm^2
Side wall / footprint = 90.69
Enhancement S, formula = 91.69
Enhancement S, counted and faceted = 91.68
Square array, same pitch: S = 79.54
Film thickness t = 5 nm
S with film, formula = 82.62
S with film, rounded mouth = 82.60
Tapered hole, floor diameter = 80 nm
S with taper = 82.54
Wall ripple amplitude = 2 nm, period = 50 nm
S with ripple = 93.11
Tube transmission, wall exchange = 0.01295
Tube transmission, Knudsen 4d/(3L) = 0.01333
Uptake K = 5 molecules/nm^2
Molecules used per footprint K*S = 458 per nm^2
Free-site fraction at floor = 0.01
Transport part of F/K = 15075
Flat-surface F/K (s = 0.01) = 461
Hole F/K, formula (s = 0.01) = 15536
Hole F/K, time-stepped (s = 0.01) = 15544
Hole F/K, formula (s = 0.001) = 19680
Hole F/K, time-stepped (s = 0.001) = 19632
Exposure ratio hole/flat (s = 0.01) = 33.7
Exposure ratio hole/flat (s = 0.001) = 4.3
Water: mass = 18.015 u, T = 500 K, P = 0.1 Torr
Impingement rate = 3.701e+05 nm^-2 s^-1
Pulse for flat surface (s = 0.01) = 6.22 ms
Pulse for holes (s = 0.01) = 210 ms
Pulse for holes (s = 0.001) = 266 ms
Collision diameter (rough) = 0.3 nm
Mean free path = 1.29e+06 nm
Mean free path / hole diameter = 1.3e+04
Gas stored in hole / sites in hole = 9.6e-06
PASS
```
